# Slope of open-circuit voltage decay under bimolecular recombination

**Question**

I have an intrinsic layer with equal, uniform electron and hole densities. Light creates an initial density $n_0$, then it is switched off with the terminals open. The only recombination is bimolecular. I am asked to show that at long times the voltage falls by about 119 mV per decade of time at 300 K.

I solved $dn/dt=-kn^2$ and found $n\approx 1/(kt)$. Then I used $V=(k_BT/q)\ln(n/n_i)$, as I would for minority carriers in a doped diode, and got about 60 mV per decade, half of what is wanted. There is a second thing I don't understand. If the voltage keeps falling by a fixed amount per decade, it must eventually become negative, which makes no sense for a layer returning to equilibrium. Where is the missing factor of two, and what does "long times" mean here?

**Answer**

The factor of two comes from the relation between voltage and density. The negative voltage comes from dropping thermal generation, so "long times" has to mean a window with two ends.

**Voltage and density**

Let $E_{Fn}$ and $E_{Fp}$ be the quasi-Fermi levels of electrons and holes. I assume that the contacts pass their separation to the terminals without loss, so $qV=E_{Fn}-E_{Fp}$. If the carriers are non-degenerate, Boltzmann statistics hold:

$$
n=n_i e^{(E_{Fn}-E_i)/k_BT},\qquad
p=n_i e^{(E_i-E_{Fp})/k_BT},
$$

where $E_i$ is the Fermi level of the intrinsic layer in equilibrium. In the product, $E_i$ cancels:

$$
np=n_i^2e^{qV/k_BT}.
$$

Now set $p=n$, take the logarithm and write $V_T=k_BT/q$:

$$
n^2=n_i^2e^{V/V_T}
\quad\Longrightarrow\quad
V=2V_T\ln\frac{n}{n_i}.
$$

Both densities fall during the decay, so both quasi-Fermi levels move, and each contributes $V_T\ln(n/n_i)$.

The single $V_T$ in your formula belongs to a doped layer at low injection. There $p$ stays at the doping density $p_0$, and $V=V_T\ln(np_0/n_i^2)$. The logarithm then contains $np_0/n_i^2$, not $n/n_i$; this changes the voltage itself, but not its change when $n$ falls by a given factor. But the decay law changes too: $dn/dt=-kp_0n$ makes $n$ exponential in time as long as $np_0\gg n_i^2$, so that $dV/dt=-kp_0V_T$. The voltage is then linear in $t$, not in $\log t$. Your 60 mV combines the voltage relation of one case with the decay law of the other.

**The rate equation**

The electron continuity equation in the dark is

$$
\frac{\partial n}{\partial t}=\frac1q\frac{\partial J_n}{\partial x}-R .
$$

In the uniform model, with no carriers exchanged with the contacts, the current term vanishes. This neglects the charge stored on the electrodes, to which I return below.

The recombination rate is $knp$. In equilibrium it must be balanced by thermal generation, which is therefore $kn_i^2$. With $n=p$ the net rate gives

$$
\frac{dn}{dt}=-k(n^2-n_i^2).
$$

While $n\gg n_i$ the generation term can be dropped. Dividing by $-n^2$ gives $d(1/n)/dt=k$, and integration from $n_0$ gives

$$
\frac1n=\frac1{n_0}+kt
\quad\Longrightarrow\quad
n=\frac{n_0}{1+t/t_0},\qquad t_0=\frac1{kn_0}.
$$

For $t\gg t_0$ this becomes $n=1/(kt)$, and the initial density has dropped out. The voltage is then

$$
V=-2V_T\ln(kn_it).
$$

Since $\ln t=\ln 10\,\log_{10}t$,

$$
\frac{dV}{d\log_{10}t}=-2V_T\ln10 .
$$

At 300 K, $V_T=25.852$ mV, so the slope is $-2(25.852)(2.3026)=-119.05$ mV per decade. The coefficient $k$ shifts the line without tilting it. At 330 K the same expression gives $-130.96$ mV per decade.

**Both ends of the window**

To see what happens later, keep $n_i^2$ and substitute $n=n_i\coth x$. Because $\coth^2x-1=1/\sinh^2x$ and $d\coth x/dx=-1/\sinh^2x$, the rate equation becomes

$$
-\frac{n_i}{\sinh^2x}\frac{dx}{dt}
=-\frac{kn_i^2}{\sinh^2x}
\quad\Longrightarrow\quad
\frac{dx}{dt}=kn_i .
$$

Hence $x=kn_it+x_0$, with $\tanh x_0=n_i/n_0$, and

$$
V=2V_T\ln\coth x .
$$

Differentiate with respect to $x$:

$$
\frac{dV}{dx}
=-\frac{2V_T}{\sinh^2x\,\coth x}
=-\frac{2V_T}{\sinh x\cosh x}
=-\frac{4V_T}{\sinh2x}.
$$

Since $dV/d\log_{10}t=\ln10\;t\,(dx/dt)(dV/dx)$,

$$
\frac{dV}{d\log_{10}t}
=-2V_T\ln10\;\frac{2kn_it}{\sinh2x}.
$$

The last fraction shows how far the slope has developed.

- For $x\ll1$, $\sinh2x\approx2x$. With $n_0\gg n_i$ we also have $x_0\approx n_i/n_0=kn_it_0$, so the fraction becomes $t/(t+t_0)$. It is one half at $t=t_0$ and approaches one for $t\gg t_0$.
- For $x\gg1$, write $\coth x=(1+e^{-2x})/(1-e^{-2x})$. Its logarithm is approximately $2e^{-2x}$, so $V\approx4V_Te^{-2x}$. The voltage approaches zero exponentially from above and never becomes negative.

The statement you were asked to prove therefore holds for

$$
\frac1{kn_0}\ll t\ll\frac1{kn_i}.
$$

The expression $-2V_T\ln(kn_it)$ changes sign at $t=1/(kn_i)$, which lies outside this window.

**Numbers for a thick organic layer**

Take rough values for an organic bulk-heterojunction cell: $k=10^{-11}$ cm³/s, $n_0=10^{17}$ cm⁻³, thickness $L=500$ nm and relative permittivity 3.5. Each carrier has $N=10^{20}$ states per cm³ in a Gaussian distribution of width $\sigma=0.050$ eV. The centres of the two distributions are $E_g=1.40$ eV apart.

For the equilibrium density, measure energy $E$ from the centre of the electron distribution. The Boltzmann integral contains the exponent

$$
-\frac{E^2}{2\sigma^2}-\frac{E}{k_BT}
=-\frac{(E+\sigma^2/k_BT)^2}{2\sigma^2}
+\frac{\sigma^2}{2(k_BT)^2}.
$$

The shifted Gaussian integrates to the same area as the original, so the effective density of states is

$$
N_{\rm eff}=N\exp\!\left[\frac{\sigma^2}{2(k_BT)^2}\right]
=6.49\times10^{20}\ {\rm cm^{-3}} .
$$

The equilibrium Fermi level lies midway between the centres, which gives

$$
n_i=N_{\rm eff}e^{-E_g/2k_BT}=1.13\times10^9\ {\rm cm^{-3}} .
$$

The two time scales are $t_0=1/(10^{-11}\times10^{17})=1.0$ µs and $1/(kn_i)=89$ s. At 100 µs, for example,

$$
n=\frac{10^{17}}{1+100}=9.90\times10^{14}\ {\rm cm^{-3}},
$$

$$
V=2(25.852\ {\rm mV})\ln\frac{9.90\times10^{14}}{1.129\times10^9}
=0.708\ {\rm V}.
$$

The ideal model gives:

| Time | $V$ (V) | Local slope (mV/decade) |
|---|---:|---:|
| 1 µs | 0.910 | −59.5 |
| 10 µs | 0.822 | −108.2 |
| 100 µs | 0.708 | −117.9 |
| 1 ms | 0.589 | −118.9 |
| 1 s | 0.232 | −119.0 |
| 100 s | 0.011 | −56.8 |

The slope is within 1% of its limit from 99 µs to 10.9 s. The lower end follows from $t/(t+t_0)=0.99$, or $t=99t_0$. At the upper end $x_0$ is negligible and $2x/\sinh2x\approx1-(2x)^2/6$. Setting this to 0.99 gives $x\approx0.12$, or about 11 s.

A straight line drawn from 10 to 100 µs starts too early. Its slope is $-119.05\log_{10}(101/11)=-114.6$ mV per decade.

The Boltzmann step can be tested separately. Integrating the rate equation and finding the quasi-Fermi levels from Fermi-Dirac occupation of the Gaussian states gives $-119.01$ mV per decade between 1 and 10 ms. This close agreement depends on the narrow width chosen. For the same $n(t)$ and $\sigma=0.10$ eV, a width also met in organic films, Fermi-Dirac filling gives about $-122$ mV per decade between 1 and 10 ms and $-128$ between 10 and 100 µs, against $-114.6$ for Boltzmann statistics in the earlier decade.

**Charge on the electrodes**

A real layer sits between two electrodes that hold charge. Estimate their capacitance per area as $C=\varepsilon/L$. When $V$ falls, the released charge enters the layer, electrons from one side and holes from the other. If it spreads uniformly, charge balance for either carrier reads

$$
qL\frac{dn}{dt}=-qLkn^2-C\frac{dV}{dt}.
$$

From $V=2V_T\ln(n/n_i)$ we have $dV/dt=(2V_T/n)\,dn/dt$. Collecting the derivatives gives

$$
\left(1+\frac{n_c}{n}\right)\frac{dn}{dt}=-kn^2,
\qquad n_c=\frac{2\varepsilon V_T}{qL^2}.
$$

For $n\ll n_c$ this reduces to $dn/dt=-kn^3/n_c$. Then $d(1/n^2)/dt=2k/n_c$, so $n\propto t^{-1/2}$ and the slope is halved, to about $-60$ mV per decade. Bimolecular recombination can thus produce your original number, but for a different reason.

Here $n_c=4.0\times10^{13}$ cm⁻³, and the crossover time $1/(kn_c)$ is 2.5 ms, far before the 89 s at which thermal generation would end the ideal decay. To see how much of the ideal window survives, divide the equation by $n^2$ and integrate:

$$
kt=\frac1n-\frac1{n_0}
+\frac{n_c}{2}\left(\frac1{n^2}-\frac1{n_0^2}\right).
$$

The slope relative to its ideal value is $-d\ln n/d\ln t=ktn/(1+n_c/n)$. For $n_c\ll n\ll n_0$, insert $kt$ and keep first-order terms:

$$
\frac{1-n/n_0+n_c/(2n)}{1+n_c/n}
\approx1-\frac n{n_0}-\frac{n_c}{2n}
\approx1-\frac{t_0}{t}-\frac{kn_ct}{2}.
$$

The two deficits are equal at $t=\sqrt{2t_0/(kn_c)}\approx71$ µs, where their sum is smallest, about 2.8%. With electrode charge as the only addition, and spread uniformly, the steepest slope is therefore about $-116$ mV per decade, and no 1% window remains. The uniform spreading matters: as shown at the end, resolved carrier profiles can reverse the sign of this correction while the layer is much thicker than the screening length.

**Other losses**

Suppose that traps or contacts add a loss $n/\tau$. For $n\gg n_i$, put $y=1/n$ in $dn/dt=-kn^2-n/\tau$. This gives $dy/dt=k+y/\tau$, with solution

$$
y=\left(\frac1{n_0}+k\tau\right)e^{t/\tau}-k\tau .
$$

The slope relative to the ideal value is $t\,(dy/dt)/y$. Dividing numerator and denominator by $(1/n_0+k\tau)e^{t/\tau}$ gives

$$
\frac{u}{1-e^{-u}/(1+t_0/\tau)},
\qquad u=\frac t\tau .
$$

With a rough lifetime $\tau=1$ ms, this factor is 1.04 at 100 µs, so the decay is steeper than the ideal limit. For $t\gg\tau$ it tends to $u$, and the voltage becomes linear in time while $n\gg n_i$.

The coefficient may also depend on density. If $k\propto n^\delta$ with $\delta>-1$, then $dn/dt\propto-n^{2+\delta}$. Integration gives $n^{-(1+\delta)}\propto t$ at long times, and the slope is divided by $1+\delta$. For $\delta=0.5$, integration between 1 and 10 ms gives $-79$ mV per decade.

**What this means for a real cell**

For the decade from 10 to 100 µs, with all other settings held fixed, the average slopes in the uniform model are:

- ideal layer: $-114.6$ mV per decade
- electrode charge added: $-113.7$
- first-order loss with $\tau=1$ ms added: $-117.0$
- a 1 MΩ voltmeter on a 0.1 cm² cell added: $-116.2$
- Fermi-Dirac filling in place of Boltzmann statistics: $-114.8$
- all four changes together: $-117.8$

The combined result lies closer to $-119$ than the ideal layer does over the same decade. Here extra losses partly offset the early start of the fit. A slope near $-119$ mV per decade therefore does not by itself establish purely bimolecular recombination.

A thickness of 500 nm is large for an organic cell; roughly 100 nm is more usual. Since $n_c\propto L^{-2}$, a 100 nm layer with the other parameters unchanged has $n_c=1.0\times10^{15}$ cm⁻³. At 100 µs, $kn_ct=1$. With $z=n_c/n$ and $n_c/n_0=0.01$, the integrated equation becomes $z+z^2/2=1.01$, so $z=0.74$. The relative slope in the uniform model is $(1-n/n_0+z/2)/(1+z)=0.78$, or about $-93$ mV per decade. Electrode charge is then a main effect, not a small correction. The number itself is only a rough guide, because the screening length is nearly half the layer thickness and the carriers are far from uniform; resolved profiles with ohmic, selective contacts give about $-80$ mV per decade at 100 µs.

Uniformity is also approximate. The screening length $\sqrt{\varepsilon V_T/(2qn)}$ grows from 17 nm at 10 µs to 50 nm at 100 µs in the ideal decay. Regions of that size at both contacts would occupy about a fifth of the 500 nm layer by the end of the decade. For a rough mobility of $10^{-3}$ cm²/Vs, the diffusion time $L^2/(\pi^2\mu V_T)$ is 9.8 µs, so an uneven initial profile may still matter at the start of the decade. These spatial effects are not included in the slopes above, and they can reverse the electrode correction.

To see why, suppose that the contacts are ohmic and selective, with a carrier density at the contact far above $n$, that the quasi-Fermi levels are flat, and that the screening length $\lambda$ is much smaller than $L$. Each contact then depletes the carrier it does not collect. Counting the electrode charge, the charge per area still to be lost is about $qn(L-4\lambda)$. Since $\lambda\propto n^{-1/2}$, its derivative with respect to $n$ is $q(L-2\lambda)$, and

$$
\frac{dn}{dt}\approx-\frac{kn^2}{1-2\lambda/L}.
$$

Here $n$ is the density in the middle of the layer. It falls faster than in the ideal layer. For 500 nm this equation gives about $-129$ mV per decade at 100 µs, and the full Poisson profile with flat quasi-Fermi levels gives $-128$, steeper than the ideal limit. The steepening is temporary: as $\lambda$ grows towards $L$ the approximation fails, and the full profile gives about $-95$ mV per decade at 1 ms, on its way to $-60$. Finite mobility, treated by drift-diffusion, weakens the effect at 100 µs to about $-127$ for $10^{-3}$ cm²/Vs and $-120$ for $10^{-4}$ cm²/Vs. For $10^{-3}$ cm²/Vs the average from 10 to 100 µs is about $-119$, against $-113.7$ with uniformly spread electrode charge. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
temperature = 300 K; VT = 25.852 mV
k = 1.0e-11 cm3/s; n0 = 1.0e+17 cm-3
thickness = 500 nm; eps_r = 3.5
states per carrier = 1.0e+20 cm-3
Gaussian width = 0.050 eV; centre gap = 1.40 eV
effective density N_eff = 6.491e+20 cm-3
equilibrium density ni = 1.129e+09 cm-3
t0 = 1/(k n0) = 1.000 us
1/(k ni) = 88.55 s
ideal slope = -119.05 mV/decade
numerical slope, 1 to 10 ms = -119.01 mV/decade
ideal slope at 330 K = -130.96 mV/decade
initial voltage, Boltzmann = 0.9461 V
ideal decay: time (s), n (cm-3), V (V), local slope (mV/decade)
  1e-06  5.000e+16  0.9103  -59.52
  1e-05  9.091e+15  0.8222  -108.23
  1e-04  9.901e+14  0.7075  -117.87
  1e-03  9.990e+13  0.5889  -118.93
  1e-02  9.999e+12  0.4699  -119.04
  1e+00  1.000e+11  0.2318  -119.04
  1e+02  1.393e+09  0.0108  -56.82
slope within 1% from 99.0 us to 10.88 s
late voltage at t = 265.7 s: 0.2563 mV
mean slopes from 10 to 100 us (mV/decade):
  ideal model = -114.64
  with electrode charge = -113.74
  with first-order loss = -116.99
  with voltmeter load = -116.24
  with Fermi-Dirac filling = -114.80
  charge, first-order loss and meter = -117.60
  all four effects = -117.76
first-order lifetime = 1.0 ms
meter = 1 Mohm; cell area = 0.1 cm2
electrode-charge density n_c = 4.000e+13 cm-3
1/(k n_c) = 2.500 ms
capacitive slope, 10 to 100 s = -59.92 mV/decade
slope for k ~ n^0.5 = -79.35 mV/decade
Fermi-Dirac voltage shift at n0 = 1.57 mV
screening length at 10 us = 16.6 nm
screening length at 100 us = 50.3 nm
mobility = 1.0e-03 cm2/Vs
diffusion time = 9.80 us
```
